\section*{Locating the Anderson transition from localization lengths of disordered bars}

\section{A length that grows and still signals localization}

Take a long bar cut from a simple cubic lattice, with a cross-section of $M\times M$ sites and random site energies. At the band centre its localization length $\lambda_M$, divided by its width, behaves as follows. For disorder $W/t=13.5$ the ratio rises from $0.837$ at $M=4$ to $1.059$ at $M=8$. For $W/t=19.5$ it falls from $0.451$ to $0.388$. All these bars are localized, and in both cases $\lambda_M$ itself grows with $M$. Yet the first trend points to extended states in the infinite solid, and the second to localized ones.

Two questions follow: how to compute $\lambda_M$ when it belongs to the slowest of many exponentials, and how to find the disorder at which the trend reverses. A ladder of two sites per rung shows the first difficulty in numbers that can be worked by hand.

\section{The ladder by hand}

Number the rungs by $n$ and let $\psi_n$ hold the two amplitudes on rung $n$. The hopping along the ladder is the energy unit, $t=1$, and the hopping across a rung is $\tau$. With zero site energies,
\begin{equation}
E\psi_n=\tau\begin{pmatrix}0&1\\1&0\end{pmatrix}\psi_n+\psi_{n+1}+\psi_{n-1}.
\end{equation}
The symmetric combination $(1,1)$ has rung energy $+\tau$, and the antisymmetric one $(1,-1)$ has $-\tau$. Inserting $\psi_n\propto z^n$ and dividing by $z^n$ gives
\begin{equation}
z+\frac1z=E\mp\tau .
\end{equation}
Choose $E=35/12$ and $\tau=5/12$. The right-hand sides are then $5/2=2+1/2$ and $10/3=3+1/3$. The growing solutions have factors $2$ and $3$, and the decaying ones $1/2$ and $1/3$. The exponents per rung are $\pm\ln2$ and $\pm\ln3$. The longest decay length belongs to the \emph{smallest} positive exponent, $\ln 2$.

On the growing solutions, one step along the ladder is $\psi_{n+1}=G\psi_n$. The matrix $G$ is $2$ times the projector on $(1,1)$ plus $3$ times the projector on $(1,-1)$:
\begin{equation}
G=\frac22\begin{pmatrix}1&1\\1&1\end{pmatrix}
+\frac32\begin{pmatrix}1&-1\\-1&1\end{pmatrix}
=\frac12\begin{pmatrix}5&-1\\-1&5\end{pmatrix}.
\end{equation}
Starting from the unit vectors $e_1,e_2$,
\begin{equation}
G^ne_1=\frac12\begin{pmatrix}2^n+3^n\\2^n-3^n\end{pmatrix},\qquad
G^ne_2=\frac12\begin{pmatrix}2^n-3^n\\2^n+3^n\end{pmatrix}.
\end{equation}
Both columns turn towards the line of $(1,-1)$. What distinguishes them has relative size $(2/3)^n$. This drops below $10^{-16}$, roughly the rounding error of double precision, once $n>16\ln10/\ln(3/2)\simeq91$. The factor $2$ is then lost from the stored numbers.

The cure is to separate the columns before this happens. Write $G=Q_1R_1$ with $Q_1$ orthogonal and $R_1$ upper triangular. The first column of $G$ is $(5,-1)/2$, so
\begin{equation}
r_{11}=\frac{\sqrt{26}}2=2.550,\qquad q_1=\frac{(5,-1)}{\sqrt{26}} .
\end{equation}
Since $|\det G|=2\cdot3=6$ and $|\det Q_1|=1$, the other diagonal entry has size $r_{22}=6/r_{11}=2.353$. Now apply $G$ to $Q_1$ and factorize again. The new first column is $Gq_1=(13,-5)/\sqrt{26}$, hence
\begin{equation}
r_{11}=\sqrt{\frac{194}{26}}=2.732,\qquad r_{22}=\frac6{2.732}=2.197 .
\end{equation}
A third round starts from $G(13,-5)^{T}=(35,-19)^{T}$ and gives $r_{11}=\sqrt{1586/194}=2.859$ and $r_{22}=2.098$. The entries approach $3$ and $2$. The first column finds the fastest growth; the second, kept perpendicular to it, records the remaining growth of area.

\section{The bar and its transfer matrix}

A slice of the bar has $N=M^2$ sites. Periodic boundary conditions apply across the bar. Site energies are independent and uniform on $[-W/2,W/2]$, and $E$ and $W$ are measured in $t$. Let the symmetric matrix $H_n$ contain the site energies and transverse hopping of slice $n$. The Schr\"odinger equation, solved for the next slice, is
\begin{equation}
\begin{pmatrix}\psi_{n+1}\\\psi_n\end{pmatrix}
=T_n\begin{pmatrix}\psi_n\\\psi_{n-1}\end{pmatrix},\qquad
T_n=\begin{pmatrix}A_n&-1\\1&0\end{pmatrix},\quad A_n=E-H_n .
\end{equation}
Let $P_L=T_L\cdots T_1$ have singular values $s_1\ge\dots\ge s_{2N}$. The Lyapunov exponents are $\gamma_i=\lim_{L\to\infty}L^{-1}\ln s_i$.

The ladder had exponents in pairs of opposite sign. Disorder preserves this. With
\begin{equation}
J=\begin{pmatrix}0&1\\-1&0\end{pmatrix},\qquad
JT_n=\begin{pmatrix}1&0\\-A_n&1\end{pmatrix},
\end{equation}
and $A_n^T=A_n$,
\begin{equation}
T_n^TJT_n=\begin{pmatrix}A_n&1\\-1&0\end{pmatrix}
\begin{pmatrix}1&0\\-A_n&1\end{pmatrix}
=\begin{pmatrix}0&1\\-1&0\end{pmatrix}=J .
\end{equation}
Applying this factor by factor gives $P_L^TJP_L=J$, or $P_L^{-1}=J^{-1}P_L^TJ$. Because $J$ is orthogonal, $P_L^{-1}$ and $P_L$ have the same singular values. Each $s$ is therefore accompanied by $1/s$. The $N$-th exponent is the smallest non-negative one, so $N$ columns suffice. In a $3\times3$ bar with $W=16$, followed for 4000 slices with all 18 columns, the paired exponents cancelled to within $0.0003$ per slice.

\section{Repeated QR in general}

Start with a $2N\times N$ matrix $Q_0$ of orthonormal columns. Propagate it through $q$ slices, factorize the result as $Q_1R_1$, and continue from $Q_1$. After $K$ rounds, $L=Kq$ and
\begin{equation}
P_LQ_0=Q_KR_K\cdots R_1 .
\end{equation}
A product of triangular matrices has the products of their diagonal entries on its diagonal. The volume spanned by the first $m$ columns is the product of its first $m$ diagonal entries. For a generic start this volume grows at the rate $\gamma_1+\dots+\gamma_m$. Subtracting the rates for $m=i$ and $m=i-1$ leaves
\begin{equation}
\gamma_i=\lim_{K\to\infty}\frac1{Kq}\sum_{k=1}^{K}\ln|(R_k)_{ii}|,
\qquad \lambda_M=\frac1{\gamma_N}.
\end{equation}

In exact arithmetic the interval $q$ drops out. In floating point it must satisfy $e^{-(\gamma_1-\gamma_N)q}\gg10^{-16}$, the condition met in the ladder. For one $4\times4$ bar of 1600 slices with $W=16$, factorizing after each slice and after every eighth slice both gave $\gamma_N=0.402547$. With the same site energies and $q=160$ the result was $1.344758$. Nothing overflowed; the wrong answer looks like an ordinary number.

The procedure is:
\begin{enumerate}
\item Set $\psi_0=0$ and $\psi_1=1$, the $N\times N$ unit matrix.
\item Draw the site energies of a slice and replace $(\psi_n,\psi_{n-1})$ by $(A_n\psi_n-\psi_{n-1},\psi_n)$.
\item After every $q=8$ slices, factorize the stacked columns and keep $Q$.
\item Discard the first 160 slices, then accumulate $\ln|R_{NN}|$.
\item Average over segments of 200 slices. Their scatter, divided by the square root of their number, gives the standard error of $\gamma_N$.
\end{enumerate}
The segments must be much longer than $\lambda_M$. The longest length here is $8\times1.059=8.5$ slices. Since $\Lambda=1/(M\gamma_N)$, a small error obeys $\delta\Lambda/\Lambda=\delta\gamma_N/\gamma_N$ in magnitude. A QR factorization costs of order $N^3=M^6$ operations, which is why wide bars are expensive.

\section{What the smallest exponent measures}

Consider an isolated bar of $L$ slices and its Green function $G=(E-H)^{-1}$. Its block $G_{nL}$ gives the response on slice $n$ to a source on slice $L$. For $n<L$ it obeys the source-free equation, and the free end requires $G_{0L}=0$. It is therefore the solution started from $\psi_0=0,\ \psi_1=1$, multiplied on the right by $G_{1L}$: $G_{nL}=\psi_nG_{1L}$. On the last slice,
\begin{equation}
1=A_LG_{LL}-G_{L-1,L}=(A_L\psi_L-\psi_{L-1})G_{1L}=\psi_{L+1}G_{1L}.
\end{equation}
Thus $G_{1L}=\psi_{L+1}^{-1}$, and its norm is the inverse of the smallest singular value of $\psi_{L+1}$. The end-to-end response decays as $e^{-\gamma_NL}$: the slowest channel survives longest.

At finite $L$ the two estimates need not coincide. If $R$ is the total triangular factor, $R^{-1}$ contains the entry $1/R_{NN}$, so $|R_{NN}|$ is at least the smallest singular value of the stacked columns. That value is at least the smallest singular value of their upper block $\psi_{L+1}$. The QR estimate therefore cannot lie below the Green-function estimate. For the same $3\times3$ bar with $L=600$ and $W=16$, a direct solution of the linear equations gave $0.562$ and QR gave $0.571$. The difference, $0.009$ per slice, is a factor of about $e^{5}$ over the whole bar, to be compared with a total decay of about $e^{-337}$.

The clean bar supplies a second limit. Plane waves across it have energies $\varepsilon=2\cos k_x+2\cos k_y$, and the ladder calculation becomes
\begin{equation}
2\cosh\gamma=E-\varepsilon,\qquad \gamma=\operatorname{arccosh}\frac{E-\varepsilon}2
\end{equation}
when $E-\varepsilon>2$ for every channel. At $E=9$ and $M=4$ all 16 computed exponents agreed with this formula to about $10^{-15}$. These waves decay because $E$ lies outside the band. A positive exponent by itself thus does not prove localization by disorder; there must also be states at that energy.

\section{From bars to the solid}

If states of the infinite solid are localized with length $\xi$, a bar much wider than $\xi$ has $\lambda_M\simeq\xi$, and $\Lambda=\lambda_M/M$ falls as $1/M$. If the solid is a metal, a bar of length $L$ has a conductance proportional to $M^2/L$. Localization sets in when this is of the order of the conductance quantum. Hence $\lambda_M\propto M^2$ and $\Lambda\propto M$. This is an estimate, but it explains how a growing length in a localized bar can signal a metal.

Between these limits, assume one-parameter scaling: near the transition $\Lambda$ depends on $M/\xi$ alone, where $\xi\propto|W-W_c|^{-\nu}$ is the correlation length on either side. Then $(M/\xi)^{1/\nu}\propto|W-W_c|M^{1/\nu}$. A bar of finite width has no transition, so $\Lambda$ is taken to be smooth in $W$, and the signed variable is appropriate:
\begin{equation}
\ln\Lambda=c+\alpha x+\beta x^2,\qquad x=(W-W_c)M^{1/\nu}.
\end{equation}
At $W=W_c$ all widths share the value $e^c$. Here $W$ is in units of $t$.

The data are, with one standard error in the last digits:
\begin{center}
\begin{tabular}{cccc}
$W/t$ & $M=4$ & $M=6$ & $M=8$\\
13.5 & 0.837(7) & 0.932(14) & 1.059(36)\\
15.0 & 0.698(6) & 0.725(10) & 0.732(17)\\
16.5 & 0.585(5) & 0.576(7) & 0.581(13)\\
18.0 & 0.511(4) & 0.477(6) & 0.476(9)\\
19.5 & 0.451(3) & 0.407(4) & 0.388(9)
\end{tabular}
\end{center}

A crossing can be read off by hand. The difference $D=\ln\Lambda_8-\ln\Lambda_4$ is $0.047$ at $W/t=15$ and $-0.006$ at $16.5$. Linear interpolation gives
\begin{equation}
\frac{W_c}{t}\simeq15+1.5\,\frac{0.047}{0.047+0.006}\simeq16.3 .
\end{equation}
Each $D$ is uncertain by about $0.024$, while its slope is only $0.035$ per unit of $W/t$. Propagating the errors to first order makes this crossing uncertain by about $0.6$. Because the slope is itself poorly known, the true error range is wider towards larger $W$.

The exponent follows from the steepness. Over a fixed range of $W$ the linear term changes $\ln\Lambda$ in proportion to $M^{1/\nu}$. From $W/t=13.5$ to $19.5$ the drop is $\ln(0.8372/0.4505)=0.620$ for $M=4$ and $\ln(1.0590/0.3883)=1.003$ for $M=8$. Neglecting curvature,
\begin{equation}
\frac1\nu\simeq\frac{\ln(1.003/0.620)}{\ln2}\simeq0.69 .
\end{equation}

A weighted fit to all fifteen points gives
\begin{equation}
\frac{W_c}{t}=16.02\pm0.15,\qquad \nu=1.44\pm0.10,\qquad e^c=0.620\pm0.011,
\end{equation}
with statistical errors only. The form of the fit matters at the same level: adding a cubic term gives $\nu=1.52$, and using $\ln(W/W_c)$ in place of $W-W_c$ gives $W_c/t=16.15$ and $\nu=1.51$. Chi-squared is $10.6$ for 10 degrees of freedom, so the scaling form describes these data within their scatter.

The critical disorder nevertheless lies about three statistical errors below the established value near $16.5$ for this model. The established $\nu\simeq1.57$ lies slightly more than one error above the fit, and the established critical $\Lambda\simeq0.576$ lies four errors below $e^c$. Narrow bars can have corrections to one-parameter scaling, and a good fit does not exclude them. Suppose such a correction changes $\ln\Lambda_8-\ln\Lambda_4$ by $s$. To linear order the apparent crossing moves by $\delta W$, where
\begin{equation}
\alpha\,\delta W\,(8^{1/\nu}-4^{1/\nu})+s=0 .
\end{equation}
The fit has $\alpha=-0.041$ and $1/\nu=0.694$, so the coefficient of $\delta W$ is $-0.0412\,(4.23-2.62)=-0.067$. A shift of $-0.5$ needs only $s=-0.033$, a three per cent change in the ratio of the two lengths. Fits to pairs of widths give $15.84\pm0.19$ for $M=4,6$ and $16.17\pm0.20$ for $M=4,8$. The rise is in the direction of $16.5$, but is too small compared with the errors to establish a drift. Longer bars at $W/t=16.0$ give $\ln\Lambda_6-\ln\Lambda_4=0.003\pm0.005$ but $\ln\Lambda_8-\ln\Lambda_4=0.021\pm0.008$, which places the crossing of widths 4 and 8 above the fitted value. That small-width corrections cause the discrepancy is thus plausible, though not established here. Judged by the distance from the established value, a realistic uncertainty for these widths is about half a unit of $W/t$. Wider bars, rather than longer narrow ones, would reduce the systematic part.

Closed cubes give separate evidence for the two phases. For neighbouring level gaps $g_1,g_2$, define $r=\min(g_1,g_2)/\max(g_1,g_2)$. Extended states overlap and their levels repel, which favours similar gaps and larger $r$. For independent levels the gaps are exponentially distributed; $r$ then has density $2/(1+r)^2$ on $[0,1]$ and mean $2\ln2-1=0.386$. Five cubes of $8^3$ sites gave mean $r=0.533$ at $W/t=8$ and $0.445$ at $W/t=30$, each uncertain by about $0.01$. The change has the expected sign, but the second value is still well above the independent-level limit. These cubes distinguish the two sides without locating the transition.

\section{The scale of a phase-change crystal}

Disordered rocksalt crystals of the Ge--Sb--Te family motivate a rough scale: $t=0.4$ eV, $a=0.3$ nm and dielectric constant $\kappa=30$ (near the optical value; lattice polarization makes the static one larger). These are round model parameters, not a computed band structure. The fitted transition is then at $W_c=16.02\times0.4=6.4$ eV, with about $0.2$ eV uncertainty from the half unit above. This exceeds the whole clean bandwidth, $12t=4.8$ eV, and should not be read as the disorder of a real crystal. At $W/t=16.5$, bars of side 1.2 and 2.4 nm have localization lengths of 0.70 and 1.39 nm. Two assumptions fail in the real materials: the Fermi level lies near a band edge, not at the band centre, and bonding through $p$ orbitals is directional.

The trends due to both effects can be explored within the model at fixed $W/t=13.5$, or 5.4 eV, where $\Lambda$ at the band centre rises from $0.837$ to $0.932$ between $M=4$ and $6$. At $E=8.5t=3.4$ eV it falls instead, from $0.559$ to $0.420$. States do exist there: $1.8$ per cent of the cube levels lie beyond $|E|=8.5t$. At these two widths the tail thus follows the localized trend and the centre the extended one. Returning to $E=0$ but reducing the transverse hopping to $0.3t$ also reverses the trend, from $0.508$ to $0.412$. If this trend persists at larger widths, that model's transition lies below 5.4 eV, at least 1.0 eV under the isotropic estimate. This test does not isolate directionality. The weaker hopping also narrows the clean band from $12t$ to $6.4t$ and lowers the root-mean-square hopping from $\sqrt6\,t=2.45t$ to $\sqrt{2.36}\,t=1.54t$. An isotropic lattice with that hopping would have an effective disorder $13.5\times2.45/1.54=21.5$, beyond the last row of the table, so narrowing alone already reverses the trend. Reduced hopping is in any case a crude stand-in for $p$ orbitals, which point along all three axes.

Temperature limits the picture as well. A cube of side $\ell$ has mean level spacing $a^3/(\rho\ell^3)$, where $\rho$ is the density of states. Five cubes give the rough estimate $\rho=0.135$ per eV per site for one spin at the band centre with $W/t=16.5$. Equating this to $k_BT=0.0259$ eV at 300 K gives
\begin{equation}
\ell=a(\rho k_BT)^{-1/3}=0.3\,(0.1353\times0.0259)^{-1/3}\ \text{nm}\simeq2.0\ \text{nm}.
\end{equation}
In larger regions, thermal smearing exceeds the spacing of individual levels. This does not itself delocalize a state, but inelastic hopping at such temperatures replaces the sharp zero-temperature transition by a gradual change in conduction. The Coulomb energy at the same distance, in Gaussian form, is $e^2/(\kappa\ell)=0.024$ eV, nearly equal to $k_BT$. For this $\kappa$, interactions are therefore not negligible on this scale; a larger static $\kappa$ lowers the estimate in proportion. Both numbers use the density of states at the band centre. Other random cubes give $\rho\simeq0.143$, six per cent higher, which lowers $\ell$ by two per cent, to about 1.9 nm. Near a band edge $\rho$ is smaller, so $\ell\propto\rho^{-1/3}$ is longer and the Coulomb energy at that distance is lower. Spin--orbit coupling, correlated vacancies and lattice relaxation are also absent from the model, and their effect has not been sized here. The full set of computed values is in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Clean-bar largest exponent error: 1.3e-15 per slice
Largest pairing error: 0.00029 per slice
Smallest exponent, QR every 1 slices: 0.402547 per slice
Smallest exponent, QR every 8 slices: 0.402547 per slice
Smallest exponent, QR every 160 slices: 1.344758 per slice
M=3 exponent, Green function: 0.56237 per slice
M=3 exponent, transfer matrix: 0.57098 per slice
M=4: total slices per disorder = 40000
M=6: total slices per disorder = 20000
M=8: total slices per disorder = 8000
Lambda (dimensionless), with one standard error:
W/t=13.5; M=4: 0.8372 +/- 0.0073; M=6: 0.9318 +/- 0.0137; M=8: 1.0590 +/- 0.0359
W/t=15.0; M=4: 0.6984 +/- 0.0058; M=6: 0.7245 +/- 0.0100; M=8: 0.7317 +/- 0.0167
W/t=16.5; M=4: 0.5846 +/- 0.0047; M=6: 0.5764 +/- 0.0071; M=8: 0.5810 +/- 0.0130
W/t=18.0; M=4: 0.5108 +/- 0.0035; M=6: 0.4774 +/- 0.0056; M=8: 0.4759 +/- 0.0086
W/t=19.5; M=4: 0.4505 +/- 0.0027; M=6: 0.4073 +/- 0.0044; M=8: 0.3883 +/- 0.0086
Critical W/t, all widths: 16.02 +/- 0.15
Critical W/t, M=4 and 6: 15.84 +/- 0.19
Critical W/t, M=4 and 8: 16.17 +/- 0.20
Critical Lambda: 0.620 +/- 0.011
Fit slope alpha: -0.0412; curvature beta: 0.00063
Exponent 1/nu: 0.694 +/- 0.047
Exponent nu: 1.44 +/- 0.10
Fit chi-squared: 10.62 for 10 degrees of freedom
Cube mean gap ratio at W/t=8.0: 0.533
Cube mean gap ratio at W/t=13.5: 0.522
Cube mean gap ratio at W/t=16.5: 0.487
Cube mean gap ratio at W/t=30.0: 0.445
Rough inputs: t=0.4 eV, a=0.3 nm, kappa=30, T=300 K
Critical disorder: 6.41 +/- 0.06 eV
Bar side 1.2 nm, W/t=16.5: localization length 0.701 nm
Bar side 1.8 nm, W/t=16.5: localization length 1.037 nm
Bar side 2.4 nm, W/t=16.5: localization length 1.394 nm
Tail test: W/t=13.5, E/t=8.5, E=3.40 eV
Tail Lambda, M=4: 0.5587 +/- 0.0066
Tail Lambda, M=6: 0.4198 +/- 0.0053
Cube levels beyond |E|/t=8.5: 1.84 percent of 2560
Directional test: W/t=13.5, E=0, transverse hopping=0.3 t
Directional Lambda, M=4: 0.5080 +/- 0.0049
Directional Lambda, M=6: 0.4122 +/- 0.0043
Thermal energy: 0.0259 eV
Central density, one spin, W/t=16.5: 0.1353 per eV per site
Size with level spacing equal to thermal energy: 1.98 nm
Coulomb energy at that size: 0.0243 eV
\end{verbatim}
